# Cardinal and orthonormal DVR functions from the Christoffel-Darboux formula: a program that tests the result

```python
"""DVR functions from the Christoffel-Darboux formula.

Result under test: with p_n orthonormal for the weight w, x_i the zeros of p_N,
    chi_i(x) = C_i sqrt(w(x)) p_N(x) / (x - x_i),
    C_i = sqrt(lam_i) b_N p_{N-1}(x_i),   1/lam_i = sum_{n<N} p_n(x_i)^2,
is zero at all other nodes, has height sqrt(w(x_i)/lam_i) at its own node,
and is exactly orthonormal. b_N is the recurrence coefficient k_{N-1}/k_N.
Also tested: <x> is diagonal, <x^2> = diag(x_i^2) + C_i C_j, and the effect
of a diagonal potential matrix on harmonic-oscillator levels (m = omega = 1).
"""
import numpy as np


def dense_rule(lo, hi, panels):
    """Composite 20-point Gauss-Legendre rule, unrelated to the DVR mesh."""
    t, g = np.polynomial.legendre.leggauss(20)
    half = (hi - lo) / (2 * panels)
    middles = lo + half * (2 * np.arange(panels) + 1)
    return (middles[:, None] + half * t).ravel(), np.tile(half * g, panels)


def recurrence(weight, lo, hi, N):
    """Recurrence coefficients from their defining integrals."""
    x, q = dense_rule(lo, hi, 40)
    measure = q * weight(x)
    a, b = np.zeros(N), np.zeros(N + 1)
    b[0] = np.sqrt(measure.sum())          # p_0 = 1 / b[0]
    previous, current = np.zeros_like(x), np.ones_like(x) / b[0]
    for n in range(N):
        a[n] = np.sum(measure * x * current**2)
        following = (x - a[n]) * current - b[n] * previous
        b[n + 1] = np.sqrt(np.sum(measure * following**2))
        previous, current = current, following / b[n + 1]
    return a, b


def polynomials(x, a, b):
    """Rows p_0 ... p_N at the points x (real or complex)."""
    x = np.asarray(x)
    p = [np.ones_like(x) / b[0]]
    for n in range(len(a)):
        lower = b[n] * p[n - 1] if n > 0 else 0.0
        p.append(((x - a[n]) * p[n] - lower) / b[n + 1])
    return np.array(p)


def make_mesh(weight, lo, hi, N):
    a, b = recurrence(weight, lo, hi, N)
    jacobi = np.diag(a) + np.diag(b[1:N], 1) + np.diag(b[1:N], -1)
    nodes = np.linalg.eigvalsh(jacobi)
    p = polynomials(nodes, a, b)
    lam = 1 / np.sum(p[:N]**2, axis=0)
    C = np.sqrt(lam) * b[N] * p[N - 1]
    return a, b, nodes, lam, C


def chi_quotient(x, root_weight, a, b, nodes, C):
    """Closed form; row i is chi_i on the points x (no x equal to a node)."""
    pN = polynomials(x, a, b)[-1]
    return C[:, None] * root_weight(x) * pN / (x - nodes[:, None])


families = {
    "Hermite": (lambda x: np.exp(-x**2), -9.0, 9.0),
    "Laguerre": (lambda x: x**2 * np.exp(-x), 0.0, 100.0),
    "Legendre": (lambda x: np.ones_like(x), -1.0, 1.0),
    "exp(-x^4)": (lambda x: np.exp(-x**4), -3.5, 3.5),
}
N = 7
print("General tests, N =", N, "(largest deviations, dimensionless)")
for name, (weight, lo, hi) in families.items():
    a, b, nodes, lam, C = make_mesh(weight, lo, hi, N)
    root = lambda x, w=weight: np.sqrt(w(x))
    x, q = dense_rule(lo, hi, 57)
    chi = chi_quotient(x, root, a, b, nodes, C)
    at_nodes = polynomials(nodes, a, b)[:N]
    assert np.all(nodes > lo) and np.all(nodes < hi)

    # Closed form against the explicit sum over basis polynomials
    kernel = at_nodes.T @ polynomials(x, a, b)[:N]
    chi_sum = np.sqrt(lam)[:, None] * root(x) * kernel
    error_cd = np.max(np.abs(chi - chi_sum))
    assert error_cd < 1e-9

    # Second form of the constant, with p_N' from a complex step
    slope = polynomials(nodes + 1e-30j, a, b)[-1].imag / 1e-30
    assert np.allclose(C * np.sqrt(lam) * slope, 1, atol=1e-9)

    # Cardinality: explicit sums at nodes, and the limit of the quotient
    cardinal = np.sqrt(np.outer(lam, lam)) * (at_nodes.T @ at_nodes)
    error_card = np.max(np.abs(cardinal - np.eye(N)))
    assert error_card < 1e-9
    step = 1e-5
    right = np.diag(chi_quotient(nodes + step, root, a, b, nodes, C))
    left = np.diag(chi_quotient(nodes - step, root, a, b, nodes, C))
    height = np.sqrt(weight(nodes) / lam)
    assert np.allclose((left + right) / 2, height, rtol=1e-6)

    # Integrals over the continuous variable
    overlap = (chi * q) @ chi.T
    error_orth = np.max(np.abs(overlap - np.eye(N)))
    assert error_orth < 1e-9
    assert np.allclose(chi @ (q * root(x)), np.sqrt(lam), atol=1e-9)
    scale = max(1.0, np.max(nodes**2))
    x_matrix = (chi * q * x) @ chi.T
    x2_matrix = (chi * q * x**2) @ chi.T
    assert np.max(np.abs(x_matrix - np.diag(nodes))) < 1e-9 * scale
    predicted = np.diag(nodes**2) + np.outer(C, C)
    assert np.max(np.abs(x2_matrix - predicted)) < 1e-9 * scale
    print(f"  {name:10s} closed form {error_cd:.0e}, cardinality "
          f"{error_card:.0e}, overlap {error_orth:.0e}")


def show(label, values):
    clean = np.round(np.atleast_1d(values), 5) + 0.0
    print(label + ": " + "  ".join(f"{v:.5f}" for v in clean))


def oscillator(N):
    """Hermite mesh data and matrices for H = -(1/2)d2/dx2 + x^2/2."""
    weight, lo, hi = families["Hermite"]
    a, b, nodes, lam, C = make_mesh(weight, lo, hi, N)
    root = lambda x: np.exp(-x**2 / 2)
    x, q = dense_rule(lo, hi, 57)
    chi = chi_quotient(x, root, a, b, nodes, C)
    slope = chi_quotient(x + 1e-30j, root, a, b, nodes, C).imag / 1e-30
    kinetic = 0.5 * (slope * q) @ slope.T
    x2_matrix = (chi * q * x**2) @ chi.T
    full = np.linalg.eigvalsh(kinetic + x2_matrix / 2)
    diagonal = np.linalg.eigvalsh(kinetic + np.diag(nodes**2) / 2)
    return b, nodes, lam, C, (chi * q) @ chi.T, x2_matrix, kinetic, full, diagonal


for size in (3, 6):
    result = oscillator(size)
    levels = np.arange(size) + 0.5
    assert np.allclose(result[7], levels, atol=1e-8)
    levels[-1] -= size / 4
    assert np.allclose(result[8], np.sort(levels), atol=1e-8)
    if size == 3:
        b, nodes, lam, C, overlap, x2_matrix, kinetic, full, diagonal = result
    else:
        full6, diagonal6 = result[7], result[8]

print("Worked example: Hermite mesh, N = 3, mass 1, frequency 1 (a.u.)")
show("nodes x_i (bohr)", nodes)
show("Gauss weights lam_i (bohr)", lam)
show("weight function w(x_i) (dimensionless)", np.exp(-nodes**2))
show("heights chi_i(x_i) (bohr^-1/2)", np.sqrt(np.exp(-nodes**2) / lam))
show("recurrence coefficient b_3 (bohr)", b[3])
show("constants C_i (bohr)", C)
for i in range(3):
    show(f"overlap row {i + 1} (dimensionless)", overlap[i])
for i in range(3):
    show(f"exact x^2 matrix row {i + 1} (bohr^2)", x2_matrix[i])
show("diagonal approximation x_i^2 (bohr^2)", nodes**2)
for i in range(3):
    show(f"kinetic matrix row {i + 1} (hartree)", kinetic[i])
show("levels, full potential matrix (hartree)", full)
show("levels, diagonal potential matrix (hartree)", diagonal)
show("N = 6 levels, full potential matrix (hartree)", full6)
show("N = 6 levels, diagonal potential matrix (hartree)", diagonal6)

# Cardinal functions on equally spaced nodes need not be orthogonal
even_nodes = np.array([-1.0, 0.0, 1.0])
x, q = dense_rule(-9.0, 9.0, 57)
lagrange = np.array([
    np.prod([(x - s) / (r - s) for s in even_nodes if s != r], axis=0)
    for r in even_nodes]) * np.exp(-x**2 / 2)
gram = (lagrange * q) @ lagrange.T
norms = np.sqrt(np.diag(gram))
gram = gram / np.outer(norms, norms)
assert abs(gram[0, 2]) > 0.1 and abs(gram[0, 1]) > 0.1
print("Equally spaced nodes -1, 0, 1 bohr, normalized functions")
show("overlap of outer pair (dimensionless)", gram[0, 2])
show("overlap of outer and central (dimensionless)", gram[0, 1])
print("OK")
```

It prints:

```
General tests, N = 7 (largest deviations, dimensionless)
  Hermite    closed form 3e-13, cardinality 3e-15, overlap 1e-14
  Laguerre   closed form 2e-13, cardinality 2e-15, overlap 4e-15
  Legendre   closed form 2e-12, cardinality 3e-15, overlap 8e-15
  exp(-x^4)  closed form 3e-13, cardinality 5e-16, overlap 1e-14
Worked example: Hermite mesh, N = 3, mass 1, frequency 1 (a.u.)
nodes x_i (bohr): -1.22474  0.00000  1.22474
Gauss weights lam_i (bohr): 0.29541  1.18164  0.29541
weight function w(x_i) (dimensionless): 0.22313  1.00000  0.22313
heights chi_i(x_i) (bohr^-1/2): 0.86910  0.91994  0.86910
recurrence coefficient b_3 (bohr): 1.22474
constants C_i (bohr): 0.70711  -0.70711  0.70711
overlap row 1 (dimensionless): 1.00000  0.00000  0.00000
overlap row 2 (dimensionless): 0.00000  1.00000  0.00000
overlap row 3 (dimensionless): 0.00000  0.00000  1.00000
exact x^2 matrix row 1 (bohr^2): 2.00000  -0.50000  0.50000
exact x^2 matrix row 2 (bohr^2): -0.50000  0.50000  -0.50000
exact x^2 matrix row 3 (bohr^2): 0.50000  -0.50000  2.00000
diagonal approximation x_i^2 (bohr^2): 1.50000  0.00000  1.50000
kinetic matrix row 1 (hartree): 0.66667  -0.41667  -0.08333
kinetic matrix row 2 (hartree): -0.41667  0.91667  -0.41667
kinetic matrix row 3 (hartree): -0.08333  -0.41667  0.66667
levels, full potential matrix (hartree): 0.50000  1.50000  2.50000
levels, diagonal potential matrix (hartree): 0.50000  1.50000  1.75000
N = 6 levels, full potential matrix (hartree): 0.50000  1.50000  2.50000  3.50000  4.50000  5.50000
N = 6 levels, diagonal potential matrix (hartree): 0.50000  1.50000  2.50000  3.50000  4.00000  4.50000
Equally spaced nodes -1, 0, 1 bohr, normalized functions
overlap of outer pair (dimensionless): 0.20000
overlap of outer and central (dimensionless): -0.25820
OK
```
